# Rice's Formula for the Density of Gap Closures in Rough Trenches, part 1

(Sections cited here and not found follow in the second part.)

## 1. The density of closures of a smooth Gaussian gap

### What scaling and symmetry fix

A trench printed in resist has a width $g(x)$ that fluctuates with the position $x$ along it. Where the width falls to some smallest usable value $c$ or below, the trench is closed for the purpose at hand. We seek $\nu$, the mean number of closures that begin per unit length of trench.

Let the width have mean $g_0$, variance $\lambda_0$ and slope variance $\lambda_2$, the variance of $g'=dg/dx$. Suppose for the moment that $\nu$ depends on nothing but these quantities and the margin $m=g_0-c$. Widths and positions are both lengths, but whether a trench is closed never depends on comparing a width with a position. The two may therefore be measured in separate units, $G$ across the trench and $X$ along it. Then $m$ has the unit $G$, $\lambda_0$ has $G^2$, $\lambda_2$ has $G^2/X^2$, and $\nu$ has $1/X$. The one combination of $\lambda_0$ and $\lambda_2$ with the unit $1/X$ is $\sqrt{\lambda_2/\lambda_0}$, and the one dimensionless combination, up to functions of itself, is $m/\sqrt{\lambda_0}$. Hence

$$
\nu=\kappa\,F(u),\qquad \kappa=\sqrt{\frac{\lambda_2}{\lambda_0}},\qquad u=\frac{m}{\sqrt{\lambda_0}}=\frac{g_0-c}{\sqrt{\lambda_0}} .
\tag{1}
$$

A symmetry restricts $F$ further. Reflecting a Gaussian process about its mean leaves its statistics unchanged, and turns downward crossings of the level $g_0-m$ into upward crossings of $g_0+m$. Upward and downward crossings of one level alternate, so over a long line they have the same density. Therefore $F(u)=F(-u)$.

Unless $F$ is a constant, the variance and the correlation curvature do not determine the density of closures: the margin is needed too. Two things remain to be proved, namely that no other feature of the correlation function enters, and what $F$ is.

### The process and its conventions

We take $g(x)$ to be a stationary Gaussian process. Any finite set of its values is jointly Gaussian, with a mean $g_0$ that does not depend on position and the autocovariance

$$
R(\tau)=\big\langle [g(x)-g_0][g(x+\tau)-g_0]\big\rangle ,\qquad R(0)=\lambda_0>0 .
\tag{2}
$$

Angle brackets denote the average over the ensemble of trenches. The sample paths are assumed to have a continuous derivative, and $R$ a finite second derivative at the origin.

The difference quotient over a step $h$,

$$
V_h=\frac{g(x+h)-g(x)}{h},
\tag{3}
$$

has zero mean. Expanding the square and using stationarity gives its variance, and multiplying by $g(x)-g_0$ gives its covariance with the width:

$$
\langle V_h^2\rangle=\frac{2[R(0)-R(h)]}{h^2},\qquad
\langle [g(x)-g_0]V_h\rangle=\frac{R(h)-R(0)}{h}.
\tag{4}
$$

Stationarity makes $R$ even, so $R'(0)=0$ and $R(h)=R(0)+\tfrac12R''(0)h^2+o(h^2)$. As $h\to0$, equation (4) gives

$$
\langle g'^2\rangle=-R''(0)=\lambda_2,\qquad \langle (g-g_0)\,g'\rangle=0 .
\tag{5}
$$

The slope variance is thus the downward curvature of the autocovariance at zero separation. The second result refers to width and slope at the same point. For jointly Gaussian variables zero covariance means independence, so at a given point the slope has the same distribution whether the trench is wide or narrow there.

The spectral form is useful later. With $R(\tau)=\int_{-\infty}^{\infty}S(k)\cos(k\tau)\,dk$,

$$
\lambda_0=\int_{-\infty}^{\infty}S(k)\,dk,\qquad \lambda_2=\int_{-\infty}^{\infty}k^2S(k)\,dk .
\tag{6}
$$

So $\kappa$ is the root-mean-square wavenumber of the width fluctuation.

### Closures are counted by downcrossings

A closure is a maximal connected stretch on which $g\le c$. Setting $c=0$ describes literal contact of the two edges; a positive $c$ describes a gap too narrow to be transferred by the next process step. If a closure begins inside the observed length, $g$ comes down through $c$ at its left end.

This count could be spoiled by a path that touches $c$ with zero slope, or by crossings that accumulate at a point. Neither happens, with probability one. Divide a length $L$ by points a distance $h$ apart, and let $\omega(h)$ be the largest change of $g'$ over any distance up to $h$. Because $g'$ is continuous, $\omega(h)\to0$. If $g=c$ and $g'=0$ at some point $x_*$, the slope between $x_*$ and a grid point within $h$ of it is at most $\omega(h)$ in magnitude, so $|g-c|\le h\,\omega(h)$ at that grid point. The density of $g$ is nowhere larger than $1/\sqrt{2\pi\lambda_0}$. For any $\varepsilon>0$ the probability of a tangency is therefore at most

$$
P[\omega(h)>\varepsilon]+\left(\frac Lh+1\right)\frac{2h\varepsilon}{\sqrt{2\pi\lambda_0}}
\;\longrightarrow\;\frac{2L\varepsilon}{\sqrt{2\pi\lambda_0}}\qquad(h\to0).
\tag{7}
$$

Since $\varepsilon$ is arbitrary, the probability is zero. If crossings accumulated at a point, there would be a zero of $g'$ between each neighbouring pair, and by continuity $g'=0$ and $g=c$ at the accumulation point, which has just been excluded. The crossings in a finite length are thus finite in number, and each has a nonzero slope.

### From a short step to a density

Let $N_h$ be the number of grid steps in $L$ with $g>c$ at the left end and $g\le c$ at the right end. When every step is halved, each such step still contains at least one such half step, so $N_h$ cannot decrease. Since the crossings are isolated, $N_h$ rises to the true number of downcrossings $N$. For a rising sequence the limit and the average may be exchanged. There are $L/h$ steps with equal probabilities, so

$$
\nu=\frac{\langle N\rangle}{L}=\lim_{h\to0}\frac{1}{h}\,P\big[g(0)>c,\;g(h)\le c\big].
\tag{8}
$$

By equation (3), $g(h)=g(0)+hV_h$. The event in (8) therefore requires $V_h=v<0$ and $c<g(0)\le c+h|v|$: the steeper the descent, the wider the range of starting values from which the level is reached. Let $p_h(y,v)$ be the joint density of $g(0)$ and $V_h$. With the substitution $y=c+h|v|s$, for which $dy=h|v|\,ds$,

$$
\frac1h P=\frac1h\int_{-\infty}^{0}\!dv\int_c^{c+h|v|}\!dy\;p_h(y,v)
=\int_{-\infty}^{0}\!dv\,|v|\int_0^1\!ds\;p_h(c+h|v|s,\,v).
\tag{9}
$$

Nothing has been approximated so far. As $h\to0$, the covariances (4) tend to (5), so $p_h$ tends to the joint density $p$ of width and slope. The limit may be taken under the integral because $p_h(y,v)$ is the density of $V_h$ at $v$ times a conditional Gaussian density of $g(0)$, whose variance tends to $\lambda_0$ and whose height is therefore bounded. The integrand is then bounded by a constant times $|v|$ times a Gaussian in $v$. The result is

$$
\nu=\int_{-\infty}^{0}|v|\,p(c,v)\,dv .
\tag{10}
$$

By the independence found in (5), $p(c,v)$ is a product:

$$
p(c,v)=\frac{e^{-(c-g_0)^2/2\lambda_0}}{\sqrt{2\pi\lambda_0}}\;\frac{e^{-v^2/2\lambda_2}}{\sqrt{2\pi\lambda_2}} .
\tag{11}
$$

The remaining slope integral, with $w=-v$, is

$$
\frac{1}{\sqrt{2\pi\lambda_2}}\int_0^\infty w\,e^{-w^2/2\lambda_2}\,dw
=\frac{\lambda_2}{\sqrt{2\pi\lambda_2}}=\sqrt{\frac{\lambda_2}{2\pi}} .
\tag{12}
$$

Multiplying the width density by (12) gives Rice's formula,

$$
\boxed{\;\nu=\frac{1}{2\pi}\sqrt{\frac{\lambda_2}{\lambda_0}}\;
\exp\!\left[-\frac{(g_0-c)^2}{2\lambda_0}\right]=\frac{\kappa}{2\pi}\,e^{-u^2/2}\;}
\tag{13}
$$

It has the form (1), with the even function $F(u)=e^{-u^2/2}/2\pi$. The rest of the correlation function does not affect the mean count, although it does affect how closures are arranged along the line.

At $u=0$ the density is $\kappa/2\pi$. If the fluctuation is concentrated near one wavenumber $k_0$, then $\kappa=k_0$ and there is one downcrossing of the mean per wavelength, as there must be. The exponential is the penalty for reaching a level away from the mean. Differentiating the logarithm of (13) separates the sensitivities:

$$
\left(\frac{\partial\ln\nu}{\partial\ln\sqrt{\lambda_0}}\right)_{\kappa,m}=u^2,\qquad
\left(\frac{\partial\ln\nu}{\partial\ln\kappa}\right)_{\lambda_0,m}=1,\qquad
\left(\frac{\partial\ln\nu}{\partial m}\right)_{\lambda_0,\kappa}=-\frac{u}{\sqrt{\lambda_0}} .
\tag{14}
$$

For rare closures, $u\gg1$, the standard deviation and the margin matter far more than the correlation curvature.

### Length of a closure

The expected fraction of the trench that is closed is $P(g\le c)=\Phi(-u)$, where $\Phi$ is the standard normal distribution function. If correlations die out at large separation, averages along a long line equal ensemble averages, and the mean length of a closure is the closed fraction divided by the number of closures per length:

$$
\bar\ell=\frac{\Phi(-u)}{\nu}.
\tag{15}
$$

For large $u$, let $\varphi(t)=e^{-t^2/2}/\sqrt{2\pi}$. Since $\varphi'(t)=-t\varphi(t)$, integration by parts gives

$$
\Phi(-u)=\int_u^\infty\frac{t\,\varphi(t)}{t}\,dt=\frac{\varphi(u)}{u}-\int_u^\infty\frac{\varphi(t)}{t^2}\,dt .
\tag{16}
$$

The last integral lies between zero and $u^{-3}\int_u^\infty t\varphi\,dt=\varphi(u)/u^3$. To leading order, then,

$$
\bar\ell\simeq\frac{\varphi(u)/u}{(\kappa/2\pi)\sqrt{2\pi}\,\varphi(u)}=\frac{\sqrt{2\pi}}{u\,\kappa}.
\tag{17}
$$

At fixed $\kappa$, rarer closures are shorter: a deep excursion that barely reaches $c$ spends little length below it.

### Closures on a finite length

A length $L$ meets one closure already in progress at its left end if $g(0)\le c$, and one more for each downcrossing. The mean number met is therefore $\Phi(-u)+\nu L$. The probability that a nonnegative integer is at least one cannot exceed its mean, so

$$
P(\text{at least one closure on }L)\le \Phi(-u)+\nu L .
\tag{18}
$$

This needs no assumption that closures occur independently. To replace the bound by the Poisson value $1-e^{-\nu L}$ would need such an assumption, which (13) does not supply.

### A mean that drifts slowly

Suppose that the local mean gap varies from place to place by an amount $\delta$, over distances so long that $\delta$ is constant as far as one closure is concerned. Let $\delta$ be Gaussian, independent of the roughness, with zero mean and variance $s^2$. Averaging (13) over the margin $m+\delta$ gives

$$
\nu_s=\frac{\kappa}{2\pi}\sqrt{2\pi\lambda_0}\int_{-\infty}^{\infty}
\frac{e^{-\delta^2/2s^2}}{\sqrt{2\pi s^2}}\;\frac{e^{-(m+\delta)^2/2\lambda_0}}{\sqrt{2\pi\lambda_0}}\;d\delta .
\tag{19}
$$

The integral is the density, at $m$, of the sum of two independent Gaussian variables with variances $s^2$ and $\lambda_0$. That sum is Gaussian with variance $\lambda_0+s^2$. Using $\kappa\sqrt{\lambda_0}=\sqrt{\lambda_2}$,

$$
\nu_s=\frac1{2\pi}\sqrt{\frac{\lambda_2}{\lambda_0+s^2}}\;\exp\!\left[-\frac{m^2}{2(\lambda_0+s^2)}\right].
\tag{20}
$$

A slow drift adds to the variance and nothing to the slope variance, in accordance with (6): its spectral weight lies at $k\approx0$.

### A skewed gap

The Gaussian assumption is most exposed in the tail, where closures occur. A solvable departure from it is

$$
g=g_0+\sqrt{\lambda_0}\,\frac{z+a(z^2-1)}{\sqrt{1+2a^2}} ,
\tag{21}
$$

where $z(x)$ is a Gaussian process with zero mean, unit variance and slope variance $\kappa^2$. From $\langle z^2\rangle=1$, $\langle z^4\rangle=3$ and $\langle z^6\rangle=15$, the numerator has variance $1+a^2(3-2+1)=1+2a^2$, so $g$ keeps the variance $\lambda_0$. In the third moment of the numerator the terms odd in $z$ vanish, which leaves $3a\langle z^2(z^2-1)\rangle=6a$ and $a^3\langle(z^2-1)^3\rangle=a^3(15-9+3-1)=8a^3$. The skewness is

$$
\gamma=\frac{6a+8a^3}{(1+2a^2)^{3/2}} .
\tag{22}
$$

Take $a<0$, which stretches the narrow side. The map rises with $z$ for $z<1/(2|a|)$, so on that side $g$ comes down through $c$ when $z$ comes down through $-u'$, where

$$
u'+|a|(u'^2-1)=u\sqrt{1+2a^2} .
\tag{23}
$$

The map also reaches $c$ at a second root, $z=u'+1/|a|$, because the two roots of the quadratic sum to $1/|a|$. For small $|a|$ that root is so remote that its crossings can be dropped. Applying (13) to $z$ then gives

$$
\nu_\gamma=\frac{\kappa}{2\pi}\,e^{-u'^2/2}.
\tag{24}
$$

To first order in $a$, $u'\approx u-|a|(u^2-1)$, and $\ln(\nu_\gamma/\nu)\approx|a|\,u(u^2-1)$. Here $|a|\approx|\gamma|/6$. For $u\gg1$ the logarithm of the density ratio therefore grows as $u^3$, as long as $|a|u\ll1$.

## 2. Edges, blur and measurement

### Results carried over

The gap $g(x)$ has mean $g_0$, variance $\lambda_0$ and slope variance $\lambda_2=-R''(0)$. A closure is a stretch with $g\le c$; the margin is $m=g_0-c$, with $u=m/\sqrt{\lambda_0}$ and $\kappa=\sqrt{\lambda_2/\lambda_0}$. For a smooth stationary Gaussian gap, closures begin with the density $\nu=(\kappa/2\pi)e^{-u^2/2}$, equation (13), and have the mean length $\Phi(-u)/\nu$, equation (15). The moments $\lambda_0$ and $\lambda_2$ are the integrals of $S(k)$ and $k^2S(k)$, equation (6). A slow drift of the mean is described by (20), and a skewed gap by (23) and (24).

### Two rough edges

The gap is the difference of the positions of two facing edges. We take these to be independent, with equal statistics. Before smoothing, each edge has an exponential autocovariance with correlation length $\xi$. Variances of independent edges add, so the unsmoothed gap has the autocovariance $Ve^{-|\tau|/\xi}$, where $V$ is twice the variance of one unsmoothed edge. Its spectrum is

$$
S_0(k)=\frac{V}{2\pi}\int_{-\infty}^{\infty}e^{-|\tau|/\xi}\cos(k\tau)\,d\tau
=\frac{V}{\pi}\,\frac{\xi}{1+k^2\xi^2}.
\tag{25}
$$

At large $k$ this falls as $k^{-2}$, so $\int k^2S_0\,dk$ diverges and (13) cannot be used. The formal reason is the kink of $e^{-|\tau|/\xi}$ at $\tau=0$.

Resist chemistry does not resolve arbitrarily fine detail. We represent this by averaging each edge along the line with a Gaussian weight of standard deviation $b$. The averaging multiplies the amplitude at wavenumber $k$ by $e^{-k^2b^2/2}$, and so multiplies the spectrum by $e^{-k^2b^2}$. All moments of the spectrum are then finite, and the paths are smooth.

With $q=k\xi$ and $a_b=b/\xi$, the variance becomes

$$
\lambda_0=V\,E(a_b),\qquad E(a)=\frac1\pi\int_{-\infty}^{\infty}\frac{e^{-a^2q^2}}{1+q^2}\,dq .
\tag{26}
$$

To evaluate $E$, write $t=a^2$ and multiply by $e^{-t}$, so that differentiation with respect to $t$ cancels the denominator:

$$
\frac{d}{dt}\big(e^{-t}E\big)=-\frac1\pi\int_{-\infty}^{\infty}e^{-t(1+q^2)}\,dq=-\frac{e^{-t}}{\sqrt{\pi t}} .
\tag{27}
$$

At $t=0$, $E=1$. Integrating from zero to $a^2$ with $t=y^2$ gives

$$
e^{-a^2}E(a)=1-\frac{2}{\sqrt\pi}\int_0^a e^{-y^2}\,dy=\operatorname{erfc}(a),
\qquad E(a)=e^{a^2}\operatorname{erfc}(a).
\tag{28}
$$

For the slope variance, use $q^2/(1+q^2)=1-1/(1+q^2)$:

$$
\lambda_2=\frac{V}{\xi^2}\,\frac1\pi\int_{-\infty}^{\infty}\frac{q^2e^{-a_b^2q^2}}{1+q^2}\,dq
=\frac{V}{\xi^2}\left[\frac{1}{a_b\sqrt\pi}-E(a_b)\right].
\tag{29}
$$

The ratio of (29) to (26) is

$$
\kappa^2=\frac1{\xi^2}\left[\frac{1}{a_b\sqrt\pi\,E(a_b)}-1\right].
\tag{30}
$$

We now have the closure density of a smooth Gaussian gap, and the variance, slope variance and $\kappa$ that follow from two blurred edges with exponential correlation. It remains to see how blur and correlation length set $\kappa$, to work through and test a numerical example, and to examine how neglected effects and measurement errors change the result.
